# The Schwarzian term in mapped radial equations and the exponential mesh

## 1. The form fixed by symmetry

The Wronskian of two solutions fixes the rescaling that removes a first derivative, before any equation is transformed. Let $u_1$ and $u_2$ be linearly independent solutions of

$$\frac{d^2u}{dr^2}+Q(r)u=0. \tag{1}$$

Their Wronskian $W=u_1\,du_2/dr-u_2\,du_1/dr$ is constant, because its derivative is $-Qu_1u_2+Qu_2u_1=0$. Now let $r=r(x)$ be an increasing map. A prime on $r$ or $\varphi$ denotes $d/dx$, so $r'>0$. Write $u(r(x))=m(x)\varphi(x)$. Since $d/dx=r'\,d/dr$, and since the terms containing $m'$ cancel in the antisymmetric combination,

$$m^2(\varphi_1\varphi_2'-\varphi_2\varphi_1')=r'W. \tag{2}$$

An equation for $\varphi$ without a first derivative must also have a constant Wronskian. Hence $m^2$ is proportional to $r'$. A constant factor in $m$ is immaterial, and we take

$$u(r(x))=\sqrt{r'(x)}\,\varphi(x). \tag{3}$$

The new equation then has the form

$$\varphi''+\left[r'^2Q(r(x))+I(x)\right]\varphi=0, \tag{4}$$

where $I$ depends on the map alone. Scaling restricts it strongly. The operator $d^2/dr^2$ contains neither $r$ nor $x$ explicitly, so $I$ is built from derivatives of the map. Two derivatives act on $\sqrt{r'}$, so the highest is $r'''$. The chain and product rules give sums of terms $r'^k(r'')^m(r''')^n$, with $m,n$ non-negative integers. A change in the unit of $r$ cannot alter $I$, which requires $k+m+n=0$. Under a change in the unit of $x$, $I$ must scale like $d^2/dx^2$, which requires $k+2m+3n=2$. Subtraction gives $m+2n=2$, with two solutions:

$$I=\alpha\frac{r'''}{r'}+\beta\left(\frac{r''}{r'}\right)^2. \tag{5}$$

One map fixes the ratio of the two numbers. For $Q=0$, equation (1) has the solutions $1$ and $r$. Choose $r=x/(1-cx)$ on an interval where $1-cx>0$. Then $r'=(1-cx)^{-2}$, and (3) gives $\varphi=1-cx$ and $\varphi=x$. Both are linear, so $\varphi''=0$ and $I=0$. For this map

$$\frac{r'''}{r'}=\frac{6c^2}{(1-cx)^2},\qquad \left(\frac{r''}{r'}\right)^2=\frac{4c^2}{(1-cx)^2}, \tag{6}$$

so $6\alpha+4\beta=0$, or $\beta=-\tfrac32\alpha$. The extra coefficient is therefore a multiple of the Schwarzian derivative

$$S(x)=\frac{r'''}{r'}-\frac32\left(\frac{r''}{r'}\right)^2. \tag{7}$$

The remaining factor $\alpha$ follows from the direct transformation.

## 2. The direct transformation

Assume that $r(x)$ is three times continuously differentiable. The chain rule, used twice, gives

$$\frac{d^2u}{dr^2}=\frac1{r'}\frac{d}{dx}\left(\frac1{r'}\frac{du}{dx}\right)
=\frac1{r'^2}\left(u_{xx}-p\,u_x\right),\qquad p=\frac{r''}{r'}. \tag{8}$$

The term with $p$ comes from differentiating $1/r'$. Multiplying (1) by $r'^2$ gives

$$u_{xx}-p\,u_x+r'^2Qu=0. \tag{9}$$

To see what other powers would do, put $u=(r')^s\varphi$ with constant $s$. Because $d(r')^s/dx=s\,p\,(r')^s$,

$$u_x=(r')^s(\varphi'+sp\varphi), \tag{10}$$

$$u_{xx}=(r')^s\left[\varphi''+2sp\varphi'+(sp'+s^2p^2)\varphi\right]. \tag{11}$$

In (11), one term $sp\varphi'$ comes from the prefactor and the other from differentiating $p\varphi$. Insert both results in (9) and divide by $(r')^s$:

$$\varphi''+(2s-1)p\varphi'+\left[sp'+s(s-1)p^2+r'^2Q\right]\varphi=0. \tag{12}$$

If $p$ is not identically zero, the first derivative disappears only for $s=\tfrac12$. The map-dependent coefficient is then $\tfrac12p'-\tfrac14p^2$. Differentiating $p=r''/r'$ gives $p'=r'''/r'-p^2$, so

$$\frac12p'-\frac14p^2
=\frac12\frac{r'''}{r'}-\frac34p^2
=\frac12S. \tag{13}$$

Thus $\alpha=\tfrac12$, and the transformed equation is

$$\boxed{\varphi''+\left[r'^2Q(r(x))+\tfrac12S(x)\right]\varphi=0.} \tag{14}$$

The sign depends on how the equation is arranged. In (14) half the Schwarzian is added to the coefficient on the left. In the form $\varphi''=g\varphi$ it is subtracted:

$$g=-r'^2Q-\tfrac12S. \tag{15}$$

The condition $r'>0$ matters. The map $r=x^2$ has $r'=2x$, $r''=2$ and $r'''=0$, hence $S=-3/(2x^2)$. The term is singular at $x=0$, where $r'$ vanishes. Equation (14) still holds for $x>0$, but the origin needs separate treatment.

Smoothness matters too. Suppose two pieces of a map are joined with $r'$ continuous but $r''$ discontinuous. Both $u$ and $u_x=\sqrt{r'}(\varphi'+\tfrac12p\varphi)$ remain continuous if $Q$ is finite there. Consequently $\varphi'$ must jump by $-\tfrac12\varphi$ times the jump of $p$. Using (14) separately on the two pieces without this condition would give a wrong solution.

## 3. The radial Schrödinger equation

We use Hartree atomic units, a constant electron mass and a local central potential $V(r)$. With the radial wavefunction written as $u(r)/r$,

$$-\frac12\frac{d^2u}{dr^2}+V_l(r)u=Eu,\qquad
V_l=V+\frac{l(l+1)}{2r^2}. \tag{16}$$

Multiplication by $-2$ brings this to form (1), with $Q=2(E-V_l)$. Equation (14), multiplied by $-\tfrac12$, becomes

$$-\frac12\varphi''-\frac14S\varphi+r'^2(V_l-E)\varphi=0. \tag{17}$$

The energy is multiplied by $r'^2$, so this is a weighted eigenvalue problem. The same weight appears in the norm. From $u^2=r'\varphi^2$ and $dr=r'dx$,

$$\int u^2\,dr=\int r'^2\varphi^2\,dx. \tag{18}$$

One factor of $r'$ comes from the rescaling and the other from the volume element. Expectation values of functions of $r$ carry the same weight.

A position-dependent mass is outside this derivation. Its kinetic operator already contains a first derivative in $r$, so (1) is not the starting equation.

## 4. The exponential mesh

Now take

$$r=a(e^{bx}-1),\qquad a>0,\quad b>0,\quad x\ge0. \tag{19}$$

Here $a$ is a length, while $b$ and $x$ are dimensionless. The first three derivatives are

$$r'=abe^{bx},\qquad r''=ab^2e^{bx},\qquad r'''=ab^3e^{bx}. \tag{20}$$

Their ratios are constants, $r''/r'=b$ and $r'''/r'=b^2$. Therefore

$$S=b^2-\frac32b^2=-\frac{b^2}{2},\qquad \frac12S=-\frac{b^2}{4}. \tag{21}$$

The length $a$ drops out, as invariance under a change in the unit of $r$ requires. The constant $-1$ in the map drops out because $S$ contains derivatives alone.

Since $ae^{bx}=r+a$, the slope can be written $r'=b(r+a)$. Equation (15) then reads

$$\varphi''=\left\{\frac{b^2}{4}+b^2(r+a)^2
\left[\frac{l(l+1)}{r^2}+2(V-E)\right]\right\}\varphi. \tag{22}$$

For a small step $h$ in $x$, neighbouring radii differ by about $b(r+a)h$. The radial mesh is nearly uniform for $r\ll a$, and its spacing is nearly proportional to $r$ for $r\gg a$. The slope at the nucleus is finite, $r'(0)=ab$, so the condition $u(0)=0$ becomes $\varphi(0)=0$ at the finite point $x=0$.

The purely logarithmic map $r=ae^{bx}$ differs from (19) by a constant and has the same $S$. Now $r'=br$, and the centrifugal term in $g$ is $b^2l(l+1)$. Together with $b^2/4$ it gives

$$\varphi''=b^2\left[\left(l+\tfrac12\right)^2+2r^2(V-E)\right]\varphi, \tag{23}$$

because $l(l+1)+\tfrac14=(l+\tfrac12)^2$. If $r^2V$ vanishes at the nucleus as a positive power of $r$, as it does for $V=-Z/r$, the solutions there behave as $e^{\pm(l+1/2)bx}$, that is, as $r^{\pm(l+1/2)}$. Multiplication by $\sqrt{r'}\propto r^{1/2}$ returns the two powers $r^{l+1}$ and $r^{-l}$ of the original radial equation. The quarter is needed for these powers. The price of this map is that the nucleus lies at $x=-\infty$.

## 5. The meaning of the extra term

The Schwarzian term is part of the kinetic operator in the new variable. What its omission does can be found by asking which potential would cancel it. Replace $V_l$ in (17) by $V_l+\delta V$. The term disappears if $r'^2\delta V-\tfrac14S=0$, so

$$\delta V=\frac{S}{4r'^2}. \tag{24}$$

For the exponential mesh, (21) and $r'=b(r+a)$ give

$$\delta V=-\frac{b^2/2}{4b^2(r+a)^2}=-\frac1{8(r+a)^2}. \tag{25}$$

Solving the mapped equation without its Schwarzian term is thus equivalent to solving the original equation with a false attraction. The parameter $b$ has cancelled. A finer mesh, obtained by reducing either $b$ or the step in $x$ at a fixed outer radius, converges to the energy of this wrong potential. The smallness of $b^2/4$ is no reason to drop it, since the physical terms in (22) also carry $b^2$.

## 6. Discretization without a first derivative

For the exponential mesh, (17) becomes

$$-\frac12\varphi''+\frac{b^2}{8}\varphi+r'^2V_l\varphi=E\,r'^2\varphi. \tag{26}$$

Let $x_j=jh$. Adding the Taylor series for $\varphi_{j+1}$ and $\varphi_{j-1}$ cancels the odd derivatives:

$$\varphi_{j+1}-2\varphi_j+\varphi_{j-1}
=h^2\varphi_j''+\frac{h^4}{12}\varphi_j''''+O(h^6). \tag{27}$$

Division by $h^2$ gives the three-point second derivative, with a leading error proportional to $h^2$. To remove the weight from the right side of (26), set $\chi_j=r'_j\varphi_j$ and divide the equation at point $j$ by $r'_j$. The resulting matrix has the elements

$$H_{jj}=\frac{1/h^2+b^2/8}{r_j'^2}+V_l(r_j),\qquad
H_{j,j+1}=-\frac1{2h^2r'_jr'_{j+1}}. \tag{28}$$

It is symmetric and tridiagonal, and $H\chi=E\chi$ is an ordinary eigenproblem. The norm (18) becomes $h\sum_j\chi_j^2$. The values at both ends of the mesh are set to zero.

The missing first derivative also permits the Numerov recursion. For $\varphi''=g\varphi$, the fourth derivative in (27) is the second derivative of $g\varphi$, a product known at the mesh points:

$$h^2\varphi_j''''=(g\varphi)_{j+1}-2(g\varphi)_j+(g\varphi)_{j-1}+O(h^4). \tag{29}$$

Substitute this in (27). The coefficient of $(g\varphi)_j$ is $h^2-2h^2/12=10h^2/12$, and each neighbour has $h^2/12$. With $c_j=1-h^2g_j/12$, collecting terms gives

$$c_{j+1}\varphi_{j+1}=(12-10c_j)\varphi_j-c_{j-1}\varphi_{j-1}+O(h^6). \tag{30}$$

Indeed $12-10c_j=2+10h^2g_j/12$. Relative to the $h^2\varphi''$ that the recursion represents, the defect is of order $h^4$. For smooth $g$ and sufficiently accurate starting values, the solution over a fixed interval has an error of this order. An error $\delta$ in the second starting value acts as an error $\delta/h$ in the initial slope, so it must be of order $h^5$; an error of order $h^4$ there lowers the result to third order.

The nucleus needs care. For an $s$ state in a potential $-Z/r$, $\varphi\approx Cr/\sqrt{r'}$ near $r=0$, with $C$ a constant. Although $\varphi(0)=0$, the product $g\varphi$ tends to $-2ZC[r'(0)]^{3/2}$, which is not zero. A Numerov integration started at the nucleus must use this limit. A $p$ state needs the same care: there $\varphi\approx Cr^2/\sqrt{r'}$ and the centrifugal part of $g$ is $2r'^2/r^2$, so $g\varphi$ tends to $2C[r'(0)]^{3/2}$.

## 7. A Coulomb example

Take the model potential $V=-Z/r$ with $Z=10$, and the mesh parameters $a=0.01$ bohr, $b=0.02$ and $0\le x\le350$. The exact energies are $-Z^2/(2n^2)$. The last radius is 10.956 bohr. At unit step the mesh has 350 intervals. A uniform mesh with the spacing $ab=2\times10^{-4}$ bohr would need about 54,780 intervals to reach the same radius.

The relative size of the terms can be seen at $x=100$, where $bx=2$:

$$r=0.01(e^2-1)=0.063891\ \text{bohr},$$
$$r'=0.02(0.063891+0.01)=1.4778\times10^{-3}\ \text{bohr}. \tag{31}$$

For the 1s state $E=-50$ hartree, and the physical part of $g$, evaluated with unrounded $r$ and $r'$, is

$$2r'^2(V-E)=2(1.4778\times10^{-3})^2
\left(-\frac{10}{0.063891}+50\right)=-4.6525\times10^{-4}. \tag{32}$$

The Schwarzian contribution to $g$ is $+b^2/4=1.0000\times10^{-4}$. Their sum is $-3.6525\times10^{-4}$. The extra term is more than a fifth of the physical one in magnitude, so it cannot be treated as a small correction here.

The energies from (28) have the following errors relative to the exact values, in hartree.

| State | $h=1$ | $h=1/2$ | $h=1/4$ |
|---|---:|---:|---:|
| 1s | $-1.397\times10^{-3}$ | $-3.491\times10^{-4}$ | $-8.728\times10^{-5}$ |
| 2s | $-9.699\times10^{-4}$ | $-2.425\times10^{-4}$ | $-6.061\times10^{-5}$ |
| 3s | $-8.928\times10^{-4}$ | $-2.232\times10^{-4}$ | $-5.579\times10^{-5}$ |
| 2p | $-3.076\times10^{-4}$ | $-7.689\times10^{-5}$ | $-1.922\times10^{-5}$ |

Each halving of the step divides the error by about four, as expected from (27). If the error is $Ch^2$ to leading order, the combination

$$E_{\rm ext}=\frac{4E(h/2)-E(h)}3 \tag{33}$$

removes it, because $4C(h/2)^2-Ch^2=0$. Applied to the two finer meshes, it gives $-50.000000$, $-12.500000$ and $-5.555556$ hartree for 1s, 2s and 3s, and $-12.500000$ hartree for 2p. These agree with the exact energies to the digits shown. The 1s energy is $-1360.57$ eV.

The weight in (18) can be checked through the mean radius. For 1s, $u\propto re^{-Zr}$, so

$$\langle r\rangle=\frac{\int_0^\infty r^3e^{-2Zr}dr}{\int_0^\infty r^2e^{-2Zr}dr}
=\frac{6/(2Z)^4}{2/(2Z)^3}=\frac3{2Z}=0.15\ \text{bohr}. \tag{34}$$

The numerical eigenvector gives 0.15000 bohr with the weight $r'^2$. With weight 1 it gives 0.06918 bohr. The wrong value is too small because $\varphi^2dx=u^2dr/r'^2$, which overweights the region near the nucleus, where $r'$ is small.

Next, leave out the term $b^2/8$ in (26). The lowest $s$ energy is $-66.3006$ hartree at unit step and $-66.2983$ hartree after extrapolation. Refinement changes it by about 0.002 hartree, while the error relative to the exact energy remains about $-16.3$ hartree. The lowest $p$ energy becomes $-13.5239$ hartree, an error of about $-1.02$ hartree.

Equation (25) predicts these wrong energies by a different route. The original equation (16), with the attraction $-1/[8(r+a)^2]$ added, was solved on two uniform meshes in $r$ and extrapolated by (33). It gives $-66.2983$ hartree for the $s$ state and $-13.5239$ hartree for the $p$ state, in agreement with the mapped results. The false attraction has depth

$$\frac1{8a^2}=\frac1{8(0.01)^2}=1250\ \text{hartree} \tag{35}$$

at the nucleus and falls off as $1/(8r^2)$ for $r\gg a$. Since $1/(r+a)^2<1/r^2$, the first-order shift of a state is bounded in magnitude by $\langle r^{-2}\rangle/8$. For 1s, $u\propto re^{-Zr}$ gives $\langle r^{-2}\rangle=[1/(2Z)]/[2/(2Z)^3]=2Z^2$. For 2s, $u\propto r(1-Zr/2)e^{-Zr/2}$ gives $[1/(2Z)]/[2/Z^3]=Z^2/4$. For 2p, $u\propto r^2e^{-Zr/2}$ gives $[2/Z^3]/[24/Z^5]=Z^2/12$. The bounds for 1s and 2p are 25 and about 1 hartree. They limit only the first-order term and do not predict the full shifts. Two upper bounds do not by themselves order the shifts. Direct integration of $1/[8(r+a)^2]$ over the three functions gives first-order shifts of magnitude 13.57, 1.75 and 0.95 hartree for 1s, 2s and 2p, so the 2p state samples the false attraction far less than the 1s state. The ratio of the two bounds is 24, the product of a factor 8 between 1s and 2s and a factor 3 between 2s and 2p. These factors belong to the bounds and not to the shifts: the computed shifts of 16.3 and 1.02 hartree differ by a factor of about 16.

Finally, the recursion (30) was run outward from $x=40$ to $x=160$ for the 1s state, at the exact energy and from two exact starting values. This interval avoids the special limit at the nucleus. The largest error, relative to the largest value of $\varphi$ on the interval, is $1.172\times10^{-5}$, $7.215\times10^{-7}$ and $4.480\times10^{-8}$ for steps 8, 4 and 2. The last ratio is 16.10, close to the factor $2^4=16$ of a fourth-order method. The numerical check also tests (12) symbolically for an arbitrary increasing map, and (14) on four explicit maps.

## Values computed for the example and the checks

```
Z = 10, a = 0.01 bohr, b = 0.02, x_max = 350
Schwarzian S of the mesh = -2.0000e-04
S/2 = -1.0000e-04
b^2/4 = 1.0000e-04, b^2/8 = 5.0000e-05
largest residual, four test maps = 7.5e-30
S of cubic test map at x=0.7: -1.907915
S of square test map at x=0.7: -3.061224
S of exponential test map at x=0.7: -1.125000
mesh: x, r (bohr), r' (bohr)
      0  0.000000  2.0000e-04
    100  0.063891  1.4778e-03
    200  0.535982  1.0920e-02
    350  10.956332  2.1933e-01
intervals at step 1: 350
uniform intervals of length ab: 54782
1s, x=100: 2 r'^2 (V-E) = -4.6525e-04
1s, x=100: full g = -3.6525e-04
energy errors (hartree) at steps 1, 1/2, 1/4; last ratio
  1s -1.397e-03 -3.491e-04 -8.728e-05; 4.000
  2s -9.699e-04 -2.425e-04 -6.061e-05; 4.000
  3s -8.928e-04 -2.232e-04 -5.579e-05; 4.000
  2p -3.076e-04 -7.689e-05 -1.922e-05; 4.000
extrapolated and exact energies (hartree)
  1s -50.000000  -50.000000
  2s -12.500000  -12.500000
  3s -5.555556  -5.555556
  2p -12.500000  -12.500000
1s energy in eV: -1360.569
1s mean radius, weight r'^2: 0.15000 bohr
1s mean radius, exact: 0.15000 bohr
1s mean radius, wrong weight 1: 0.06918 bohr
Schwarzian term omitted, energies in hartree:
  1s mapped, step 1: -66.3006
  1s mapped, extrapolated: -66.2983
  1s uniform r grid, false attraction: -66.2983
  2p mapped, step 1: -13.5243
  2p mapped, extrapolated: -13.5239
  2p uniform r grid, false attraction: -13.5239
false attraction at r=0: -1250.0 hartree
Numerov relative errors at steps 8, 4, 2:
  1.172e-05  7.215e-07  4.480e-08
Numerov last error ratio: 16.10
```
